# Are hybrid functionals with a nonlocal Fock operator still density functional theory?

## Question

The Kohn-Sham construction, as I learned it, replaces interacting electrons by noninteracting ones in a local potential $v_s(\mathbf r)$ that reproduces the density. A hybrid functional puts a fraction of the Fock exchange operator into the one-particle equation. That operator is an integral operator, not a function of position, and it is built from orbitals, not from the density.

Does a hybrid calculation therefore leave density functional theory and become a mixture with Hartree-Fock, with no exact theory behind it? If there is an exact theory, which of its outputs have a physical meaning? In particular, what would the highest occupied orbital energy be if the functional were perfect, and would it depend on the fraction of Fock exchange?

## Answer

A hybrid stays within density functional theory. The locality you remember belongs to one choice of auxiliary system. The underlying theorem needs a local *external* potential, which a hybrid leaves untouched, and an energy that can be minimized over densities. Other auxiliary systems are allowed, and the resulting framework is called generalized Kohn-Sham theory. With its exact functional it gives the exact ground-state density and energy. For a finite system, the highest occupied level is then minus the ionization energy, whatever the Fock fraction. The conditions appear in the derivation.

I use atomic units in the algebra and real spin-orbitals; integrals over position include the spin sum. The repulsion between two electrons is $w$, equal to $1/|\mathbf r-\mathbf r'|$ for real electrons. The ground state is taken to be nondegenerate.

### What the density has to determine

Let $T$ be the kinetic energy, $W$ the electron repulsion and $v$ the external potential. The ground-state energy is a minimum over wavefunctions $\Psi$. Do the search in two stages: first over all $\Psi$ with a given density $n$, then over $n$. The external energy $\int vn$ is constant during the first stage, so

$$
E=\min_n\Big\{F[n]+\int vn\Big\},\qquad
F[n]=\min_{\Psi\to n}\langle\Psi|T+W|\Psi\rangle .
$$

Nothing here mentions orbitals or a one-particle operator. These enter when we choose how to evaluate $F$.

Choose a number $0\le a\le 1$ and define, with a search restricted to Slater determinants $\Phi$,

$$
S_a[n]=\min_{\Phi\to n}\langle\Phi|T+aW|\Phi\rangle,\qquad
R_a[n]=F[n]-S_a[n].
$$

Although $S_a$ is evaluated with orbitals, it is a functional of the density: give it $n$, and the search returns a number. The remainder $R_a$ is then a density functional too. For $a=0$, $S_0$ is the noninteracting kinetic energy of ordinary Kohn-Sham theory.

Insert $F=S_a+R_a$ into the energy. Since $R_a[n]$ and $\int vn$ are constant while $\Phi$ varies at fixed $n$, they can be moved inside the search over determinants. The two searches then merge into one:

$$
E=\min_{\Phi}\Big\{\langle\Phi|T+aW|\Phi\rangle+R_a[n_\Phi]+\int v\,n_\Phi\Big\}.
\tag{1}
$$

The minimum is the exact energy, and the minimizing determinant has the exact density. This requires that the exact density can be obtained from a determinant and that the minimum is attained. The determinant itself is not the interacting wavefunction; what it shares with that wavefunction here is the density.

### Where the nonlocal operator comes from

For a determinant of orbitals $\phi_i$,

$$
\langle\Phi|T+aW|\Phi\rangle=\frac12\sum_i\int|\nabla\phi_i|^2+a\,U[n]+a\,E_x[\Phi],
$$

$$
U=\frac12\iint n(\mathbf r)n(\mathbf r')w,\qquad
E_x=-\frac12\sum_{jk}\iint\phi_j(\mathbf r)\phi_k(\mathbf r)\,w\,\phi_j(\mathbf r')\phi_k(\mathbf r').
$$

Now vary one orbital $\phi_i$, assuming that $R_a$ has a functional derivative at the exact density. The contributions to the derivative are:

- Kinetic energy: integration by parts gives $-\nabla^2\phi_i$.
- Density functionals: since $\delta n=2\phi_i\,\delta\phi_i$, they give $2\,(v+a\,v_H+\delta R_a/\delta n)\,\phi_i$, with $v_H(\mathbf r)=\int n(\mathbf r')w$.
- Exchange: $\phi_i$ can be any of the four orbital factors in $E_x$, and each gives the same term. The factor is $-\tfrac12\cdot4=-2$, so the result is $-2a\,K\phi_i$, where

$$
(K\phi)(\mathbf r)=\sum_j\phi_j(\mathbf r)\int\phi_j(\mathbf r')\,\phi(\mathbf r')\,w\,d\mathbf r'.
$$

Orthonormality adds Lagrange multipliers, $2\sum_j\lambda_{ij}\phi_j$ with symmetric $\lambda$. The density and $K$ do not change when the occupied orbitals are rotated among themselves, so we may choose the rotation that makes $\lambda$ diagonal. Dividing by 2 gives

$$
\Big[-\tfrac12\nabla^2+v_{\rm loc}-aK\Big]\phi_i=\varepsilon_i\phi_i,\qquad
v_{\rm loc}=v+a\,v_H+\frac{\delta R_a}{\delta n}.
\tag{2}
$$

This has the structure of a hybrid calculation. The nonlocal operator results from minimizing $S_a$ over orbitals, while the remainder gives a local potential because it depends on the density alone. If $R_a$ were not differentiable, the minimum principle (1) would survive, but equation (2) would not follow.

To recover the usual notation, separate the full Hartree energy. Since $aU+R_a=U+[R_a-(1-a)U]$,

$$
E_{xc}=a\,E_x[\Phi]+\big(R_a[n]-(1-a)U[n]\big).
$$

The bracket is what a practical hybrid approximates by a semilocal expression. The exact bracket depends on $a$: changing the Fock fraction requires changing its partner as well.

The energy is not the sum of the levels. Taking the expectation value of (2) and summing counts the pair terms twice, because $\int v_Hn=2U$ and $-\sum_i\langle\phi_i|K|\phi_i\rangle=2E_x$. Hence

$$
E=\sum_i\varepsilon_i-a(U+E_x)+R_a-\int\frac{\delta R_a}{\delta n}\,n .
$$

### The highest level, from two views of one density

At fixed electron number, $\delta R_a/\delta n$ is defined up to a constant, which would shift all levels together. We fix it by requiring $v_{\rm loc}\to0$ far from a finite, bound system. The level can then be read from the decay of the density.

**The interacting side.** Let $\Psi_k^{N-1}$ be the states of the ion, with energies $E_k^{N-1}$, and define the overlap amplitudes

$$
g_k(\mathbf r)=\sqrt N\int\Psi_k^{N-1}(2,\dots,N)\,\Psi^N(\mathbf r,2,\dots,N)\,d2\cdots dN .
$$

Completeness of the ion states gives $n=\sum_k g_k^2$. Write the $N$-electron Hamiltonian as that of the ion, plus the kinetic and external terms of the electron at $\mathbf r$, plus its repulsion with the rest. Projecting the Schrödinger equation on $\Psi_k^{N-1}$ gives

$$
\Big(-\tfrac12\nabla^2+v\Big)g_k+\sum_l W_{kl}(\mathbf r)\,g_l=-(E_k^{N-1}-E^N)\,g_k,
$$

where $W_{kl}$ is the matrix element of the repulsion between ion states. Far away, $v$ and $W_{kl}$ vanish. The slowest decay belongs to the smallest removal energy, $I=E_0^{N-1}-E^N$, provided its amplitude is not zero by symmetry. With long-range repulsion the other amplitudes need not decay according to their own removal energies, because the term $W_{k0}g_0$ can give $g_k$ a tail that follows $g_0$. Orthogonality of the ion states removes the monopole of $W_{k0}$ for $k\ne0$, so for excited ion states $g_k/g_0$ still tends to zero and the exponent is unchanged. Up to powers of $r$,

$$
\sqrt n\sim e^{-\sqrt{2I}\,r}.
\tag{3}
$$

**The generalized Kohn-Sham side.** Let $\phi_H$ be the highest occupied orbital. If exchange leaves it dominant at large distance, (2) reduces there to $-\tfrac12\nabla^2\phi_H\approx\varepsilon_H\phi_H$, so $\phi_H\sim e^{-\sqrt{-2\varepsilon_H}\,r}$. In a local potential the lower orbitals decay faster, because they are more strongly bound. With Fock exchange this needs another look: $K\phi_i$ contains $\phi_H$, so a lower orbital can acquire a tail that follows $\phi_H$.

Take two orbitals in one dimension and write $\phi_i=c\,\phi_H$ in the tail. Divide the equation for $\phi_i$ by $\phi_i$, divide that for $\phi_H$ by $\phi_H$, and subtract. The local potential cancels. The kinetic terms leave

$$
-\frac12\left(\frac{\phi_i''}{\phi_i}-\frac{\phi_H''}{\phi_H}\right)
=-\frac{c'}{c}\frac{\phi_H'}{\phi_H}-\frac{c''}{2c}\approx\kappa\frac{c'}{c},
$$

where $\phi_H'/\phi_H\approx-\kappa$ and the smaller $c''$ term is dropped. With $g(x)=\int\phi_i\phi_H w\,dx'$, the exchange terms are

$$
\frac{K\phi_i}{\phi_i}=\int\phi_i^2w\,dx'+\frac gc,\qquad
\frac{K\phi_H}{\phi_H}=\int\phi_H^2w\,dx'+c\,g .
$$

For Coulomb repulsion the two direct integrals both approach $1/x$ and cancel to leading order; $cg$ is negligible. What remains is $\kappa c'/c-ag/c=\varepsilon_i-\varepsilon_H$. Because $\phi_i$ and $\phi_H$ are orthogonal, the $1/x$ part of $g$ vanishes, and a nonzero dipole leaves $g\propto1/x^2$. Then $c'/c\approx-2/x$ and

$$
c\approx\frac{a\,g}{\varepsilon_H-\varepsilon_i-2\kappa/x}.
\tag{4}
$$

With such a dipole, the lower orbital does share the exponential of $\phi_H$, but multiplied by a factor that falls as a power. Thus $\phi_i/\phi_H\to0$ and $n\to\phi_H^2$, as was supposed. In three dimensions orthogonality again removes the monopole of $g$, and for two orbitals the lowest nonvanishing multipole of $\phi_i\phi_H$ sets a power of $1/r$. If every multipole vanishes, as for two s orbitals, $g$ falls exponentially, and so does the ratio when no other orbital of that spin is occupied. With more occupied orbitals, $K\phi_i$ also contains the others, and the tail can be passed along. In an atom with a filled p shell below an outer s orbital, the p orbital follows $\phi_H$ with a factor $1/r^2$, and its dipole coupling to an inner s orbital supplies another $1/r^2$, so that ratio falls as $1/r^4$. These powers are the limit of large $r$, reached only after each orbital's own faster exponential has died out. In each of these cases the ratio tends to zero. If the highest level is degenerate, as for a spin pair or a filled p shell, $n$ tends to the sum of the squares of the degenerate orbitals, which share the same exponent. The argument assumes that $\phi_H$ has a nonzero amplitude in its own exponential, so directions along its nodal surfaces are set aside.

Both sides describe the same density. Comparing its exponent with (3) gives $\sqrt{-2\varepsilon_H}=\sqrt{2I}$, hence

$$
\varepsilon_H=-I\qquad\text{for every } 0\le a\le1 .
$$

The argument does not fix the lower occupied levels or the empty ones. It also does not apply directly to an infinite crystal, whose density has no such tail.

### A model in which the exact remainder can be found

Two same-spin electrons on a line suffice, since their determinant has two different orbitals and $K$ is truly nonlocal. I take

$$
v=-60\,e^{-(x/1.2)^2}\ \text{eV},\qquad w=30\,e^{-(x-x')^2}\ \text{eV},
$$

with lengths in angstrom, on a grid of spacing 0.10 Å between walls at $\pm7$ Å. The two-electron Hamiltonian of this grid model is diagonalized numerically. The digits quoted below belong to this grid: halving the spacing shifts the ionization energy and the Hartree-Fock highest level by about 0.03 eV. One electron has ground-state energy $-48.419$ eV and two have $-64.713$ eV, so

$$
I=-48.419-(-64.713)=16.294\ \text{eV}=0.5988\ \text{hartree}.
$$

Between 6.0 and 6.8 Å the nearby wall bends $\sqrt n$ away from a pure exponential, so (3) is checked through the equation behind it: where the potentials vanish and $g_0$ dominates, $(\sqrt n)''/(2\sqrt n)=I$. This curvature, evaluated with the grid kinetic operator and averaged over that interval, gives 16.294 eV without using the ion energy.

The next task is to find the local potential that gives this density at each $a$. Write

$$
\phi_1=\sqrt n\cos\theta,\qquad \phi_2=\sqrt n\sin\theta,
$$

so that $\phi_1^2+\phi_2^2=n$ for any $\theta(x)$. Let $h=-\tfrac12d^2/dx^2-aK$. Multiplying the equation for $\phi_1$ by $\phi_2$, that for $\phi_2$ by $\phi_1$, and subtracting removes the unknown potential:

$$
\phi_2h\phi_1-\phi_1h\phi_2=(\varepsilon_1-\varepsilon_2)\phi_1\phi_2 .
$$

Summing this equation over $x$ makes the left side vanish, so a nonzero level difference forces the two orbitals to be orthogonal. There is also an unphysical solution, constant $\theta=\pi/4$ with equal levels, for which $\phi_1=\phi_2$. The equation and the normalization of $\phi_1$ are therefore solved for $\theta$ and a nonzero level difference by Newton iteration, starting from the Hartree-Fock orbitals. Multiplying each orbital equation by its own orbital and adding then gives the potential,

$$
v_{\rm loc}=\frac1n\sum_i\big(\varepsilon_i\phi_i^2-\phi_ih\phi_i\big).
$$

Its zero is set by its average between 6.0 and 6.8 Å. The value of $I$ is not used anywhere in this inversion. Where $\phi_2$ dominates and the exchange term is negligible, however, the formula reduces to $v_{\rm loc}=\varepsilon_2+(\sqrt n)''/(2\sqrt n)$. The agreement of $\varepsilon_2$ with $-I$ therefore tests those two conditions for each $a$, together with the curvature result above. The results, in eV, are:

| $a$ | $\varepsilon_1$ | $\varepsilon_2$ | $S_a$ | $R_a$ |
|---|---|---|---|---|
| 0 | −30.501 | −16.293 | 13.861 | 9.772 |
| 0.25 | −32.142 | −16.293 | 16.361 | 7.272 |
| 0.5 | −33.738 | −16.294 | 18.854 | 4.779 |
| 1 | −36.810 | −16.294 | 23.821 | −0.188 |

The highest level agrees with $-I$ to within 1 meV in all four rows, while the lower level moves by 6.3 eV. The small residual depends on where the zero of the potential is set: with the average taken between 5.0 and 5.8 Å instead, the largest deviation is 3.5 meV. Removing an electron and leaving the ion in its first excited state costs 37.225 eV. At $a=1$ the lower level lies 0.41 eV from minus this energy, and at $a=0$ it lies 6.72 eV away. That is an observation about this model, not a consequence of the theorem.

For $a=0.25$ the energy budget is

$$
S_a+R_a+\int vn=16.361+7.272-88.346=-64.713\ \text{eV}.
$$

This sum is correct by the definition of $R_a$. The substantive question is whether the potential found by inversion is the derivative of that remainder. To test it, add $\lambda e^{-(x/0.6)^2}$ to the external potential. The density responds, and

$$
\frac{dR_a}{d\lambda}=\int\frac{\delta R_a}{\delta n}\,\frac{dn}{d\lambda}\,dx .
$$

A constant in the potential drops out because the electron number is fixed. For $a=0.25$, the left side, from new two-electron solutions at $\lambda=\pm0.1$ eV, is $-0.11275$; the right side, from the inverted potential, is also $-0.11275$. The other fractions agree as well.

The numerical check also solves (2) afresh in each inverted potential, starting without any density, and recovers the interacting density to rounding error. It further confirms that each of the four determinants, which share one density, has the lowest $\langle T+aW\rangle$ of the four at its own $a$.

The operator behind these results is visibly nonlocal. For a multiplicative operator, $K\phi/\phi$ at a given point would be the same for every orbital. At $x=1$ Å, with the $a=1$ determinant, it is 28.06 eV for the lower orbital and 18.59 eV for the upper one.

### The tail with long-range repulsion

The Gaussian repulsion above has a short range, so it does not probe the power-law tail in (4). A separate Hartree-Fock calculation does. It uses a grid of spacing 0.2 Å between walls at $\pm18$ Å, a 50 eV well of the same width and the soft-Coulomb repulsion $1/\sqrt{(x-x')^2+s^2}$ with $s=1$ Å. The levels are $-29.59$ and $-11.02$ eV, so $\varepsilon_H-\varepsilon_i=18.57$ eV. In (4), $\kappa$ is the local decay rate, including the repulsion of the other electron at that distance.

| $x$ (Å) | $\phi_i/\phi_H$ | $g/(\varepsilon_H-\varepsilon_i)$ | Eq. (4) |
|---|---|---|---|
| 10 | 0.00463 | 0.00370 | 0.00435 |
| 12 | 0.00304 | 0.00258 | 0.00294 |
| 14 | 0.00216 | 0.00190 | 0.00212 |

At 14 Å the computed ratio exceeds (4) by about 2%. Multiplied by $x^2$, the ratio is 0.463, 0.437 and 0.424 Å$^2$ at the three distances, which is consistent with a slow approach to $1/x^2$. The lower orbital follows the upper one outward, yet contributes a vanishing share of the density.

### What this means for Hartree-Fock and for real hybrids

Hartree-Fock is the $a=1$ scheme with $R_1$ set to zero. In the first model it gives a highest level of $-17.051$ eV, which is 0.757 eV below $-I$. Restoring the exact local potential $\delta R_1/\delta n$, while keeping the full Fock operator, brings the level to $-16.294$ eV. The discrepancy is therefore removed by a local potential, with the nonlocal exchange left in place. It is not simply the correlation energy. Hartree-Fock is exact for the one-electron ion, so its total-energy difference is $-48.419+64.529=16.110$ eV. The level overshoots this by 0.941 eV, because the remaining orbital is not allowed to relax, and the 0.184 eV of correlation energy discussed next offsets part of that: $0.941-0.184=0.757$ eV.

The Hartree-Fock total energy is $-64.529$ eV, which is 0.184 eV above the interacting result, whereas $R_1=-0.188$ eV. The two numbers need not coincide. Hartree-Fock minimizes $S_1[n]+\int vn$ over all densities, so its energy cannot exceed the value of that expression at the interacting density, which is $E-R_1$. Thus $R_1\le E-E_{\rm HF}$, and indeed $-0.188<-0.184$.

A practical hybrid has the form of (2) but an approximate remainder. Its density and energy are then approximate, and its highest level need not equal minus the ionization energy, either the true one or the one obtained from its own total-energy difference. The Fock fraction, which is immaterial to the density, energy and highest level of the exact theory, can then affect all three. In a calculation converged with respect to basis set and self-consistency, a poor value of one of these three quantities is evidence about the approximate remainder. It does not show that a nonlocal operator has taken the calculation outside density functional theory.

## Computed values

```
well depth 60.0 eV, length 1.2 angstrom
repulsion height 30.0 eV, length 1.0 angstrom
walls at +-7.0, spacing 0.10 angstrom
far region 6.0 to 6.8 angstrom
one-electron ground energy -48.4188 eV
two-electron ground energy -64.7127 eV
ionization energy I 16.2940 eV = 0.59879 hartree
removal energy to first excited ion 37.2247 eV
I from interacting density tail 16.2942 eV
external energy -88.3456 eV, F 23.6329 eV
a=0.00: lower level -30.5014, highest -16.2930 eV
  S_a 13.8608 eV, R_a 9.7721 eV
  total local potential at x=0: -35.1651 eV
  largest density error 3.9e-15 per angstrom
  dR_a/dstrength: direct -0.149457 eV/eV
  same from local potential -0.149458 eV/eV
a=0.25: lower level -32.1420, highest -16.2934 eV
  S_a 16.3612 eV, R_a 7.2716 eV
  total local potential at x=0: -31.2885 eV
  largest density error 1.1e-14 per angstrom
  dR_a/dstrength: direct -0.112748 eV/eV
  same from local potential -0.112748 eV/eV
a=0.50: lower level -33.7376, highest -16.2936 eV
  S_a 18.8542 eV, R_a 4.7786 eV
  total local potential at x=0: -27.3877 eV
  largest density error 2.1e-14 per angstrom
  dR_a/dstrength: direct -0.076093 eV/eV
  same from local potential -0.076093 eV/eV
a=1.00: lower level -36.8103, highest -16.2939 eV
  S_a 23.8209 eV, R_a -0.1880 eV
  total local potential at x=0: -19.5207 eV
  largest density error 1.5e-14 per angstrom
  dR_a/dstrength: direct -0.002952 eV/eV
  same from local potential -0.002952 eV/eV
largest |highest level + I| 0.9849 meV
smallest excess of a rival determinant 3.45325 meV
K phi/phi at x=1.0 angstrom, lower orbital 28.0630 eV
K phi/phi at x=1.0 angstrom, upper orbital 18.5897 eV
Hartree-Fock total energy -64.5287 eV
Hartree-Fock highest level -17.0506 eV
Hartree-Fock highest level + I -0.7567 eV
derivative test: bump +-0.1 eV, length 0.6 angstrom
soft-Coulomb test: well 50.0 eV, softening 1.0 angstrom
soft-Coulomb HF levels -29.5873, -11.0222 eV
lower/upper orbital at 10.0 angstrom: 0.004630
  leading estimate 0.003701, with slope 0.004346
lower/upper orbital at 12.0 angstrom: 0.003036
  leading estimate 0.002576, with slope 0.002936
lower/upper orbital at 14.0 angstrom: 0.002161
  leading estimate 0.001895, with slope 0.002116
```
